# Why deleting radial derivatives gives the wrong Rashba ring Hamiltonian: test program

```python
"""Rashba ring: the projected Hamiltonian against the one with d/dr deleted.

Result under test, in units E0 = hbar^2/(2 m a^2), with Q = 2 m alpha a/hbar^2,
L = -i d/dphi + f (f: angular-momentum shift by a flux through the hole):
  naive ring   L^2 + Q sigma_r L                        (not Hermitian)
  projected    L^2 + Q (sigma_r L - (i/2) sigma_phi)    (Hermitian)
  levels       (j + f + s sqrt(1+Q^2)/2)^2 - Q^2/4, j half-integer, s = +1, -1
  AC phase     -pi (1 + s sqrt(1+Q^2))
A two-dimensional annulus of width w (in units of a) tends to these levels
minus a further constant Q^2/4 produced by virtual radial excitation.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm

# Model parameters
mass_ratio, alpha, radius = 0.05, 10.0, 100.0      # m_e, meV nm, nm
meV = 1e-3 * const.e
kinetic = const.hbar**2 / (2 * mass_ratio * const.m_e) / meV * 1e18  # meV nm^2
E0 = kinetic / radius**2
Q = alpha * radius / kinetic
root = np.sqrt(1 + Q**2)

# Polar form of the Rashba operator against Cartesian derivatives
x, y = sp.symbols("x y", real=True)
r, phi = sp.symbols("r phi", positive=True)
up = x * sp.exp(-y) + sp.I * y**2
down = sp.sin(x * y) + sp.I * x
to_polar = {x: r * sp.cos(phi), y: r * sp.sin(phi)}
cartesian = [-sp.I * (sp.diff(down, y) + sp.I * sp.diff(down, x)),
             -sp.I * (sp.diff(up, y) - sp.I * sp.diff(up, x))]
up_p = up.subs(to_polar, simultaneous=True)
down_p = down.subs(to_polar, simultaneous=True)
polar = [sp.exp(-sp.I * phi) * (-sp.I * sp.diff(down_p, phi) / r
                                + sp.diff(down_p, r)),
         sp.exp(sp.I * phi) * (-sp.I * sp.diff(up_p, phi) / r
                               - sp.diff(up_p, r))]
point = {r: 1.3, phi: 0.7}
for c_expr, p_expr in zip(cartesian, polar):
    c_val = complex(c_expr.subs(to_polar, simultaneous=True).subs(point).evalf())
    p_val = complex(p_expr.subs(point).evalf())
    assert abs(c_val - p_val) < 1e-10

# Passing to u = sqrt(r) R replaces d/dr by d/dr - 1/(2r)
u = sp.Function("u")(r)
assert sp.simplify(sp.sqrt(r) * sp.diff(u / sp.sqrt(r), r)
                   - sp.diff(u, r) + u / (2 * r)) == 0

# Ring operators in a plane-wave basis, spin index first
M = 12
l_values = np.arange(-M, M + 1)
n_ang = len(l_values)
raise_l = np.eye(n_ang, k=-1)                     # multiplication by exp(i phi)
zero = np.zeros((n_ang, n_ang))
sigma_r = np.block([[zero, raise_l.T], [raise_l, zero]])
sigma_phi = np.block([[zero, -1j * raise_l.T], [1j * raise_l, zero]])
sigma_z = np.kron(np.diag([1, -1]), np.eye(n_ang))


def ring(flux, meijer):
    L = np.kron(np.eye(2), np.diag(l_values + flux))
    spin_orbit = sigma_r @ L - (0.5j * sigma_phi if meijer else 0)
    return L @ L + Q * spin_orbit


def block(H, j):
    i_up = int(round(j - 0.5)) + M
    i_down = n_ang + int(round(j + 0.5)) + M
    return H[np.ix_([i_up, i_down], [i_up, i_down])]


def level(j, s, flux=0.0):
    return (j + flux + s * root / 2)**2 - Q**2 / 4


def naive_level(j, s, flux=0.0):
    c = j + flux
    return c**2 + 0.25 + s * np.sqrt(complex(c**2 + Q**2 * (c**2 - 0.25)))


H_naive = ring(0.0, False)
assert np.allclose(H_naive - H_naive.conj().T, 1j * Q * sigma_phi, atol=1e-12)
j_list = np.arange(-7.5, 8.0)
for flux in (0.0, 0.1, 0.5):
    H = ring(flux, True)
    assert np.allclose(H, H.conj().T, atol=1e-12)
    formula = np.sort([level(j, s, flux) for j in j_list for s in (-1, 1)])
    assert np.allclose(np.linalg.eigvalsh(H)[:12], formula[:12], atol=1e-9)
    for j in j_list:
        found = np.linalg.eigvals(block(ring(flux, False), j))
        for s in (-1, 1):
            assert min(abs(found - naive_level(j, s, flux))) < 1e-7

# Naive spectrum: real at zero flux, complex inside a window of flux
half_window = Q / (2 * root)
flux_edge = 0.5 - half_window


def largest_imag(flux):
    return max(abs(np.linalg.eigvals(ring(flux, False)).imag))


assert largest_imag(0.0) < 1e-7
assert largest_imag(flux_edge - 0.005) < 1e-6
assert largest_imag(flux_edge + 0.005) > 1e-2
half_flux_block = block(ring(0.5, False), -0.5)
norms = [np.linalg.norm(expm(-1j * half_flux_block * t)[:, 0])**2
         for t in (10.0, 11.0)]
assert abs(np.log(norms[1] / norms[0]) - Q) < 1e-4
growth_time = const.hbar / (Q * E0 * meV) * 1e12
half_flux_naive = np.linalg.eigvals(half_flux_block)

# Large-j error of the lower naive branch
j_big = 10.5
error_big = (min(np.linalg.eigvals(block(H_naive, j_big)).real)
             - min(np.linalg.eigvalsh(block(ring(0.0, True), j_big))))
assert abs(error_big * 8 * j_big * root / Q**2 - 1) < 0.01

# Aharonov-Casher phase from the ordered product of spin rotations
steps = 4000
delta = 2 * np.pi / steps
holonomy = np.eye(2, dtype=complex)
for angle in (np.arange(steps) + 0.5) * delta:
    s_r = np.array([[0, np.exp(-1j * angle)], [np.exp(1j * angle), 0]])
    holonomy = (np.cos(Q * delta / 2) * np.eye(2)
                - 1j * np.sin(Q * delta / 2) * s_r) @ holonomy
holonomy_values = np.linalg.eigvals(holonomy)
phase = {s: -np.pi * (1 + s * root) for s in (-1, 1)}
for s in (-1, 1):
    assert min(abs(holonomy_values - np.exp(1j * phase[s]))) < 1e-5

# Spin texture and geometric part; a small flux lifts the Kramers degeneracy
ground = np.linalg.eigh(ring(0.1, True))[1][:, 0]
spin_r = np.vdot(ground, sigma_r @ ground).real
spin_z = np.vdot(ground, sigma_z @ ground).real
assert abs(spin_r + Q / root) < 1e-9 and abs(spin_z - 1 / root) < 1e-9
angles = np.arange(steps) * delta
spinors = ground.reshape(2, n_ang) @ np.exp(1j * np.outer(l_values, angles))
spinors = spinors / np.linalg.norm(spinors, axis=0)
overlaps = np.sum(spinors.conj() * np.roll(spinors, -1, axis=1), axis=0)
geometric_numeric = -np.sum(np.angle(overlaps))
dynamic_numeric = -np.pi * Q * spin_r
geometric = {s: -np.pi * (1 + s / root) for s in (-1, 1)}
dynamic = {s: -s * np.pi * Q**2 / root for s in (-1, 1)}
assert abs(np.exp(1j * geometric_numeric) - np.exp(1j * geometric[-1])) < 1e-5
assert abs(dynamic_numeric - dynamic[-1]) < 1e-8
total_numeric = np.exp(1j * (geometric_numeric + dynamic_numeric))
assert min(abs(holonomy_values - total_numeric)) < 2e-5


# Two-dimensional annulus with hard walls; lengths in a, energies in E0
def radial_matrices(width, n_basis=40, n_quad=240):
    nodes, weights = np.polynomial.legendre.leggauss(n_quad)
    rr, q = 1 + width * nodes / 2, weights * width / 2
    k = np.arange(1, n_basis + 1)[:, None] * np.pi / width
    arg = k * (rr - 1 + width / 2)
    amp = np.sqrt(2 / width)
    R = amp * np.sin(arg) / np.sqrt(rr)
    dR = amp * k * np.cos(arg) / np.sqrt(rr) - R / (2 * rr)
    K = (dR * q * rr) @ dR.T                       # radial kinetic energy
    D = (R * q * rr) @ dR.T                        # d/dr
    return K, D, (R * q) @ R.T, (R * q / rr) @ R.T  # and 1/r, 1/r^2


def annulus_levels(matrices, j, flux=0.0):
    K, D, inv_r, inv_r2 = matrices
    l_up, l_down = j - 0.5 + flux, j + 0.5 + flux
    H = np.block([[K + l_up**2 * inv_r2, Q * (l_down * inv_r + D)],
                  [Q * (l_up * inv_r - D), K + l_down**2 * inv_r2]])
    assert np.allclose(H, H.T, atol=1e-7)
    return np.linalg.eigvalsh(H)[:2] - np.linalg.eigvalsh(K)[0]


# Mean radial derivative and the sum rule, on a deliberately wide annulus
wide = 0.8
K, D, inv_r, _ = radial_matrices(wide)
radial_E, radial_V = np.linalg.eigh(K)
mode = radial_V[:, 0]
mean_derivative = mode @ D @ mode
mean_inverse_r = mode @ inv_r @ mode
assert abs(mean_derivative + mean_inverse_r / 2) < 1e-9
elements = radial_V.T @ (D + inv_r / 2) @ mode
sum_rule = np.sum(elements[1:]**2 / (radial_E[1:] - radial_E[0]))
assert abs(sum_rule - 0.25) < 1e-4   # finite radial basis leaves a small tail

widths = (0.2, 0.1, 0.05)
annulus, worst = {}, []
for width in widths:
    matrices = radial_matrices(width)
    deviations = []
    for j in (0.5, 1.5, 2.5):
        annulus[width, j] = annulus_levels(matrices, j)
        limit = np.array([level(j, -1), level(j, 1)]) - Q**2 / 4
        deviations.extend(abs(annulus[width, j] - limit))
    worst.append(max(deviations))
assert 3.5 < worst[0] / worst[1] < 4.5 and worst[2] < 0.01
half_flux_2d = annulus_levels(radial_matrices(0.05), -0.5, 0.5)
assert max(abs(half_flux_2d - (0.25 - Q**2 / 4))) < 0.01
split_2d = np.diff(annulus[0.05, 0.5])[0]
split_naive = (naive_level(0.5, 1) - naive_level(0.5, -1)).real
assert abs(split_2d - root) < 0.01 and abs(split_2d - split_naive) > 0.5

# Report
print(f"effective mass: {mass_ratio} electron masses")
print(f"Rashba parameter alpha: {alpha:.1f} meV nm")
print(f"ring radius a: {radius:.1f} nm")
print(f"hbar^2/(2m): {kinetic:.3f} meV nm^2")
print(f"E0: {E0:.6f} meV")
print(f"Q: {Q:.5f} (dimensionless)")
print(f"sqrt(1+Q^2): {root:.5f} (dimensionless)")
for s in (-1, 1):
    print(f"AC phase, s={s:+d}: {phase[s]:.5f} rad")
    print(f"  dynamical part: {dynamic[s]:.5f} rad")
    print(f"  geometric part: {geometric[s]:.5f} rad")
print(f"spin of s=-1 state: <sigma_r> {spin_r:.5f}, <sigma_z> {spin_z:.5f}")
for j in (0.5, 1.5):
    for i, s in enumerate((-1, 1)):
        print(f"j={j}, s={s:+d}: projected {E0*level(j, s):.6f} meV, "
              f"naive {E0*naive_level(j, s).real:.6f} meV")
        print(f"  annulus w=0.05a: {E0*annulus[0.05, j][i]:.6f} meV")
hartree = const.physical_constants["Hartree energy"][0]
print(f"lowest projected level: {E0*level(0.5, -1)*meV/hartree:.4e} hartree")
print(f"constant shift -m alpha^2/(2 hbar^2): {-E0*Q**2/4:.6f} meV")
print(f"j=1/2 splitting, projected: {E0*root:.6f} meV")
print(f"j=1/2 splitting, naive: {E0*split_naive:.6f} meV")
print(f"j=1/2 splitting, annulus w=0.05a: {E0*split_2d:.6f} meV")
for width, error in zip(widths, worst):
    print(f"w={width}a: largest annulus deviation from limit "
          f"{E0*error:.3e} meV")
print(f"w={wide}a: <d/dr> {mean_derivative:.6f} /a, "
      f"<1/r> {mean_inverse_r:.6f} /a")
print(f"w={wide}a: radial sum {sum_rule:.6f} (units 2m/hbar^2; rule 1/4)")
print(f"naive energies complex for flux shift f from {flux_edge:.4f} "
      f"to {1-flux_edge:.4f}")
print(f"f=1/2, naive pair: {E0*half_flux_naive[0].real:.6f} +/- "
      f"{E0*abs(half_flux_naive[0].imag):.6f} i meV")
print(f"f=1/2, projected pair: {E0*level(-0.5, 1, 0.5):.6f} meV (twice)")
print(f"f=1/2, e-folding time of naive squared norm: {growth_time:.3f} ps")
print(f"j={j_big}: naive minus projected, lower branch: "
      f"{E0*error_big:.3e} meV")
print("done: every assertion held")
```

It prints:

```
effective mass: 0.05 electron masses
Rashba parameter alpha: 10.0 meV nm
ring radius a: 100.0 nm
hbar^2/(2m): 761.996 meV nm^2
E0: 0.076200 meV
Q: 1.31234 (dimensionless)
sqrt(1+Q^2): 1.64992 (dimensionless)
AC phase, s=-1: 2.04179 rad
  dynamical part: 3.27930 rad
  geometric part: -1.23751 rad
AC phase, s=+1: -8.32497 rad
  dynamical part: -3.27930 rad
  geometric part: -5.04568 rad
spin of s=-1 state: <sigma_r> -0.79540, <sigma_z> 0.60609
j=0.5, s=-1: projected -0.024762 meV, naive 0.000000 meV
  annulus w=0.05a: -0.057568 meV
j=0.5, s=+1: projected 0.100962 meV, naive 0.076200 meV
  annulus w=0.05a: 0.068171 meV
j=1.5, s=-1: projected 0.001914 meV, naive 0.008663 meV
  annulus w=0.05a: -0.030871 meV
j=1.5, s=+1: projected 0.379084 meV, naive 0.372335 meV
  annulus w=0.05a: 0.346346 meV
lowest projected level: -9.0998e-07 hartree
constant shift -m alpha^2/(2 hbar^2): -0.032809 meV
j=1/2 splitting, projected: 0.125723 meV
j=1/2 splitting, naive: 0.076200 meV
j=1/2 splitting, annulus w=0.05a: 0.125739 meV
w=0.2a: largest annulus deviation from limit 2.529e-03 meV
w=0.1a: largest annulus deviation from limit 6.387e-04 meV
w=0.05a: largest annulus deviation from limit 1.604e-04 meV
w=0.8a: <d/dr> -0.511288 /a, <1/r> 1.022576 /a
w=0.8a: radial sum 0.249996 (units 2m/hbar^2; rule 1/4)
naive energies complex for flux shift f from 0.1023 to 0.8977
f=1/2, naive pair: 0.019050 +/- 0.050000 i meV
f=1/2, projected pair: 0.019050 meV (twice)
f=1/2, e-folding time of naive squared norm: 6.582 ps
j=10.5: naive minus projected, lower branch: 9.472e-04 meV
done: every assertion held
```
